Minimum Resistance of a Two-Valley Ballistic Channel

**Problem**

A wide, flat transistor channel joins two large electron reservoirs, the source and the drain. Its electrons form a two-dimensional gas of sheet density n = 1.0 × 10¹³ cm⁻², in one subband with g_v = 2 valleys.

(a) Find the Fermi wavenumber and the number of conducting modes per unit width.

(b) Find the smallest possible two-terminal resistance at this density.

(c) Decide whether warming the channel at fixed density can lower that value, and find the smallest possible resistance at 300 K for an effective mass of 0.20 electron masses.

A resistance "per width" needs a careful reading. Widening the channel adds conductors in parallel, so the resistance R falls as 1/W, and the quantity independent of the width W is the product RW, in Ω µm. It is this product that is to be minimized.

The band structure is held fixed. Both valleys have the same band bottom and the same parabolic dispersion, isotropic in the plane:

E = ħ²k²/(2m).

Each state has spin degeneracy 2. There is no magnetic field, the applied voltage V is small, and scattering, if present, is elastic. The quantities free to vary are the scattering in the channel, the reflection at its ends and the temperature T. Lengths are in nm or µm and energies in meV, since atomic units are unnatural for a device. The symbol e is the positive elementary charge, and I is the magnitude of the current.

**Hints**

1. At T = 0 each valley fills a disc in the plane of wavevectors. Relate its area to the density.

2. Put hard walls at the sides of the channel. Which transverse standing waves leave some energy for motion along it?

3. For one such wave, write the current as velocity times density of states. What happens to the velocity?

4. The Pauli principle limits how many electrons can move towards the drain at a given energy. What does this imply for the current?

5. For part (c), the conductance involves a thermal average of k, and the density involves the same average of k². Compare the two.

**Solution**

*The Fermi wavenumber.* Each unit area of the plane of wavevectors contains 1/(2π)² states per unit sample area, for each spin and valley. Filling a disc of radius k_F in every valley gives

n = 2 g_v πk_F²/(2π)² = g_v k_F²/(2π).

Solving for the radius,

k_F = √(2πn/g_v).

With g_v = 2 and n = 0.10 nm⁻², this is

k_F = √(π × 0.10 nm⁻²) = 0.5605 nm⁻¹.

The Fermi wavelength 2π/k_F is 11.2 nm. The mass has not entered, because the density fixes the area of the disc whatever the energy scale.

*The modes.* Let x run along the channel and y across it. A wavefunction that vanishes at y = 0 and y = W varies as sin(k_y y), with

k_y = jπ/W,  j = 1, 2, 3, …

Each j is a transverse mode with energy

E = ħ²k_y²/(2m) + ħ²k_x²/(2m).

At the Fermi energy, k_x is real if k_y < k_F. Such a mode is open; the others decay along x. The open values of j run up to k_F W/π, so for a wide channel the number M of open modes, counting valleys but not spin, obeys

M/W = g_v k_F/π.

Numerically,

M/W = 2 × 0.5605 nm⁻¹/π = 0.3568 nm⁻¹ = 356.8 µm⁻¹.

This is 178.4 modes per µm in each valley. A real strip has a whole number of modes, and its walls slightly change the relation between density and Fermi wavenumber. In a strip 1 µm wide, filled mode by mode to the prescribed density, the explicit count is 356, or 178 per valley. The wide-channel formula is therefore good to better than one mode per valley here.

*The current in one mode.* Electrons moving towards the drain come from the source and have its occupation f_s. Those moving back come from the drain and have occupation f_d. In one mode there are 2 dk_x/(2π) states per unit length, including spin, and each moves at speed

v = (1/ħ) dE/dk_x.

The net current is therefore

I = 2e ∫ [dk_x/(2π)] v (f_s − f_d), over k_x > 0.

Inserting v and using 2πħ = h,

[dk_x/(2π)] (1/ħ)(dE/dk_x) = dE/h,

so that

I = (2e/h) ∫ (f_s − f_d) dE.

The velocity has cancelled: a fast mode has proportionally fewer states per unit energy. At T = 0 the occupations differ by one over an energy window eV and agree elsewhere. Hence

I = (2e/h) eV = (2e²/h)V.

One open mode has conductance 2e²/h, or resistance h/(2e²) = 12906 Ω, without any scattering inside it. The channel length does not appear. This was tested on a lattice strip with four open modes: the total transmission was 4.000000 both for 6 and for 18 sites of length.

*Why scattering cannot help.* Choose a cross-section in a uniform part of the channel, far enough from the ends that decaying modes can be neglected. Suppose that the source injects electrons into all its states in a narrow energy range dE, and the drain injects none. Let p_j be the resulting occupation of the forward-moving state in mode j, and q_j that of the backward-moving state, which can be filled by reflection further on. By the previous calculation the net electron flux is

(2/h) dE Σ_j (p_j − q_j).

Define the total transmission 𝒯 as this sum. The Pauli principle requires p_j ≤ 1, and an occupation cannot be negative, so q_j ≥ 0. Each term is at most 1, and therefore

𝒯 ≤ M.

Equality requires every forward state to be full and every backward state to be empty at the chosen cross-section. Contacts with many more modes than the channel do not evade the bound, since their electrons must still pass through it. The argument needs such a uniform stretch, and M is counted there. If a random potential fills the whole channel, it also shifts the local mode thresholds, and near a threshold the transmission can then slightly exceed the count for the clean channel. In the lattice strip of 18 sites, between clean leads of the same width, one disordered sample reduced the transmission from 4 to 2.79.

*The minimum at zero temperature.* The conductance is G = (2e²/h)𝒯 ≤ (2e²/h)M, so

RW ≥ (h/2e²) W/M = (h/2e²) π/(g_v k_F).

Now insert k_F, taking g_v under the root:

π/(g_v k_F) = π/√(2πg_v n) = √(π/(2g_v n)).

The bound is

RW ≥ (h/2e²) √(π/(2g_v n)),

and a channel with full transmission attains it at T = 0. Full transmission needs contacts that join the channel gradually; an abrupt step to a much denser contact reflects part of the current even if nothing scatters inside the channel. With the present numbers,

(RW)_min = 12906 Ω/(356.8 µm⁻¹) = 36.2 Ω µm = 3.62 × 10⁻⁵ Ω m.

The corresponding conductance per width is 27.6 mS/µm. For the 1 µm strip with its 356 modes, the resistance is 12906 Ω/356 = 36.25 Ω, close to the wide-channel value of 36.17 Ω.

*Reading the result.* Doubling the density lowers RW by √2, not by 2. The density measures the area of the Fermi disc, whereas the number of modes measures its diameter. Doubling the number of valleys at fixed density also gains √2: each disc has half the area, so its diameter shrinks by √2, but there are twice as many discs.

The same reasoning shows why one subband had to be specified. If a second, equivalent subband took half the electrons, g_v would in effect double and the bound would fall by √2. The result is thus a minimum for the stated band structure, not for every channel of this density.

The neglect of decaying modes also sets a condition on the length L. A closed mode with k_y slightly above k_F decays as exp(−κx), where

κ² = k_y² − k_F² ≈ 2k_F(k_y − k_F).

It can carry appreciable current if κL is below about 1, which means k_y − k_F below about 1/(2k_F L²). Dividing this interval by k_F estimates the fraction of extra modes as 1/(2k_F²L²). The wide-channel result therefore needs k_F L ≫ 1. For L = 10 nm, k_F L is 5.6 and the estimated fraction is about 2%.

*Temperature at fixed density.* By the bound 𝒯 ≤ M at each energy, it is enough to study a perfectly transmitting channel. Put the reservoir chemical potentials at μ + eV/2 and μ − eV/2. To first order in V,

f_s − f_d = eV w(E),  w(E) = −df/dE,

where f is the equilibrium Fermi function,

f(E) = 1/[exp((E − μ)/(k_B T)) + 1].

At energy E there are g_v k(E)/π modes per width, with k(E) = √(2mE)/ħ. Adding their currents gives

G/W = (2e²/h)(g_v/π)K,  K = ∫₀^∞ k(E) w(E) dE.

At T = 0 the function w is a narrow peak at the Fermi energy E_F, and K = k_F. At higher temperature K must be compared with k_F at the same density.

The number of states per area below energy E is N(E) = g_v k²/(2π), by the same disc counting as before. Integrating the density by parts,

n = ∫₀^∞ (dN/dE) f dE = [N f]₀^∞ + ∫₀^∞ N w dE.

The boundary term vanishes, because N(0) = 0 and f decays exponentially at high energy. Since n = g_v k_F²/(2π) defines k_F, this becomes

∫₀^∞ k² w dE = k_F².

The total weight is

∫₀^∞ w dE = f(0) − f(∞) = f(0) < 1.

The Cauchy–Schwarz inequality, applied to √w and k√w, now gives

K² ≤ (∫₀^∞ w dE)(∫₀^∞ k² w dE) = f(0)k_F² < k_F².

At any nonzero temperature the conductance of the perfectly transmitting channel is below its T = 0 value. Warming at fixed density therefore cannot bring the resistance below the T = 0 bound, and 36.2 Ω µm remains the minimum. A channel that reflects electrons may conduct better when warm, but it too stays above this bound. The loss of conductance in the perfectly transmitting channel has two causes. The thermal window mixes slow and fast electrons, and the mean of k is smaller than the root of the mean of k². In addition, part of the window is cut off at the band bottom.

This conclusion relies on the single subband assumed at the start. In a real channel, warming can also move electrons into a higher subband. If that subband begins only slightly above E_F, its additional modes can lower the resistance below the T = 0 value. A subband somewhat higher still lowers the warm resistance, so the 300 K value found next applies only if all other subbands and valleys lie several k_B T above μ. A real channel at this density need not meet that condition.

*The value at 300 K.* Here the mass matters, because it sets the energy with which k_B T is compared. For m = 0.20 electron masses,

E_F = ħ²k_F²/(2m) = 59.85 meV,  k_B T = 25.85 meV.

To find μ, use the constant density of states D = dN/dE = g_v m/(πħ²). Integrating the Fermi function gives

n = D k_B T ln[1 + exp(μ/(k_B T))].

At T = 0 the same density is n = DE_F. Equating the two and solving for μ,

μ = k_B T ln[exp(E_F/(k_B T)) − 1].

With this μ, the occupation at the band bottom is f(0) = 0.901 and the integral is K = 0.5065 nm⁻¹. The inequality can be checked directly: √0.901 × 0.5605 nm⁻¹ = 0.532 nm⁻¹, which is indeed above K. With perfect transmission, the resistance is

RW = 36.17 Ω µm × 0.5605/0.5065 = 40.0 Ω µm.

Warming has raised it by about 11% relative to the minimum. A separate integration of the current over k_x and k_y was tested against this energy integral, and the two agree.

*The two temperature limits.* For k_B T ≪ E_F, the expression for μ differs from E_F by an exponentially small amount. The narrow window then permits the Sommerfeld expansion

K ≈ k(E_F) + (π²/6)(k_B T)² k″(E_F).

Because k = k_F√(E/E_F), its second derivative at E_F is −k_F/(4E_F²). Thus

K/k_F ≈ 1 − (π²/24)(k_B T/E_F)²,

and, taking the reciprocal to the same order,

RW/(RW)_min ≈ 1 + (π²/24)(k_B T/E_F)².

The coefficient is 0.411. The current integral at k_B T = 0.05 E_F gives 0.416, consistent with the leading term plus a small higher-order correction. At 300 K the ratio k_B T/E_F is 0.43, and the leading term predicts a rise of 7.7% instead of 11%. The channel is then too warm for the leading term alone.

For k_B T ≫ E_F the gas is dilute, and f ≈ exp((μ − E)/(k_B T)). Define k_T = √(2mk_B T)/ħ. The density condition becomes

k_F² = k_T² exp(μ/(k_B T)),

while the integral for K becomes

K = k_T exp(μ/(k_B T)) ∫₀^∞ √u e^(−u) du = (√π/2) k_T exp(μ/(k_B T)).

Eliminating the exponential gives K = (√π/2)k_F²/k_T. Since k_T/k_F = √(k_B T/E_F),

RW/(RW)_min = k_F/K = (2/√π)√(k_B T/E_F).

The resistance of a hot ballistic channel grows as √T at fixed density, although nothing scatters. With E_F proportional to n, it varies as 1/n in this limit, rather than as the 1/√n of the cold channel.

**Variation 1: unequal valleys**

*Suppose that an energy splitting moves electrons from one valley to the other at T = 0. How does the minimum change?*

Let the valley densities be n₁ and n₂, with n₁ + n₂ = n. A single valley has n_i = k_i²/(2π), so it supplies

k_i/π = √(2πn_i)/π = √(2n_i/π)

modes per width. The resistance is inversely proportional to √n₁ + √n₂. Write n₁ = pn and n₂ = (1 − p)n. Then

(√n₁ + √n₂)² = n[1 + 2√(p(1 − p))].

The bracket has its largest value, 2, at p = 1/2. Relative to equal filling,

RW/(RW)_min = √(2/[1 + 2√(p(1 − p))]).

Equal valleys therefore give the lowest resistance. A moderate imbalance costs little: for p = 0.7 the square root √0.21 is 0.458, and the resistance rises by 2%. If one valley is emptied, the factor is √2 and the minimum becomes

RW = √2 × 36.17 Ω µm = 51.2 Ω µm.

An explicit count of modes in a strip 10 µm wide gives the same value to this precision.

**Variation 2: elliptical valleys**

*Let both valleys have mass m_x = 0.10 along the channel and m_y = 0.40 across it, in electron masses. The density is unchanged and T = 0. What is the minimum now?*

The dispersion is

E = (ħ²/2)(k_x²/m_x + k_y²/m_y).

The Fermi line is an ellipse with semi-axes

a = √(2m_x E_F)/ħ along k_x,  b = √(2m_y E_F)/ħ along k_y.

Its area is πab. At fixed density this equals the area πk_F² of the former disc, so

ab = k_F²,  b/a = √(m_y/m_x).

Multiplying the two relations gives b² = k_F²√(m_y/m_x), hence

b = k_F(m_y/m_x)^(1/4).

A mode is open if k_y < b, so b replaces k_F in the mode count. The resistance is multiplied by

k_F/b = (m_x/m_y)^(1/4) = (1/4)^(1/4) = 0.707.

The result is

RW = 0.707 × 36.17 Ω µm = 25.6 Ω µm.

This lies below the isotropic minimum, which is why isotropy was among the assumptions. The gain does not come from faster electrons, since the velocity cancels in every mode. It comes from the mass ratio, which at fixed area stretches the Fermi ellipse along k_y, so that more standing waves are open. A heavy transverse mass alone is not enough: an isotropic mass of 0.40 gives the same standing-wave energies, but it also halves the Fermi energy relative to a mass of 0.20, and the number of modes stays that of the disc. The current integral over k_x and k_y confirms the factor 0.707.

If one of the two ellipses is turned by 90°, it supplies fewer modes than the disc: its factor is 0.707, against 1/0.707 = 1.414 for the other. The average factor is 1.061, so the minimum is 36.17 Ω µm/1.061 = 34.1 Ω µm. The gain of one valley outweighs the loss of the other, but most of the advantage is gone.

The numerical output below lists the main computed values.

Computed results

```
sheet density: 1.000e+13 cm^-2
number of valleys: 2
Fermi wavenumber: 0.5605 nm^-1
Fermi wavelength: 11.21 nm
modes per width, one valley: 178.41 um^-1
modes per width, both valleys: 356.82 um^-1
resistance of one spin-degenerate mode h/(2e^2): 12906.40 ohm
maximum conductance per width: 27.647 mS/um
minimum resistance times width: 36.170 ohm um
the same in SI units: 3.6170e-05 ohm m
strip width for explicit count: 1.0 um
open modes in strip, both valleys: 356
resistance of that strip: 36.254 ohm
lattice test, open modes: 4
lattice test, clean transmission, 6 sites long: 4.000000
lattice test, clean transmission, 18 sites long: 4.000000
lattice test, disordered transmission, 18 sites long: 2.7949
model mass: 0.20 electron masses
Fermi energy: 59.85 meV
temperature of warm example: 300 K
thermal energy: 25.85 meV
occupation at band bottom, warm: 0.9012
thermal window integral of k: 0.5065 nm^-1
resistance times width, warm: 40.030 ohm um
warm resistance / minimum: 1.1067
low-temperature rise coefficient, numerical: 0.4163
low-temperature rise coefficient, pi^2/24: 0.4112
one valley filled, T=0, formula: 51.152 ohm um
one valley filled, from 10 um strip count: 51.155 ohm um
ellipse mass along transport: 0.10 electron masses
ellipse mass across transport: 0.40 electron masses
ellipse resistance factor, numerical: 0.7071
ellipse resistance times width, T=0: 25.576 ohm um
```
